\section*{Landé and rank-two constants from the carbon triplet P intervals}

\section*{Question}

I am given the measured fine-structure intervals of the carbon ground term $^3P$:
\[
E(1)-E(0)=16.4\ \mathrm{cm^{-1}},\qquad E(2)-E(1)=27.0\ \mathrm{cm^{-1}},
\]
where the argument is $J$. I have to extract a Landé constant $A$ and a second constant of ``rank-two, spin-spin type'', and then assess how badly the interval rule is violated.

With $H=A\,\mathbf L\cdot\mathbf S$ alone, the intervals should be $A$ and $2A$. The first then gives $A=16.4$ and the second $A=13.5\ \mathrm{cm^{-1}}$. Should I average them? I don't know what operator to add, or why there should be just one. And if I do fit a second constant, how can I tell whether it really comes from the magnetic interaction of the two spins? Spin-orbit coupling to the singlet terms could also spoil the rule.

\section*{Answer}

Do not average: the disagreement between your two values is the information that fixes the second constant. Finding the constants is a matter of algebra. Finding the origin of the second one takes a separate estimate.

\subsection*{Which operator to add}

Take $\mathbf L$ and $\mathbf S$ dimensionless, so that $A$ and $B$ below are energies. The term has $L=S=1$, hence nine states, with $J=0,1,2$ each occurring once. Without external fields the effective Hamiltonian in this space is rotationally invariant, so it is fixed by three energies. Three independent invariant operators therefore suffice. Two of them are the identity and
\begin{equation}
X=\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right]=\tfrac12\left[J(J+1)-4\right],
\end{equation}
which equals $-2,-1,1$ for $J=0,1,2$.

The third couples a rank-two orbital tensor to a rank-two spin tensor, that is, to the symmetric traceless part of $S_aS_b$. This spin tensor has zero trace, and so has its product with any $S_c$: time reversal flips the sign of $S_c$ but not of the tensor, so the real trace of their product equals its own negative. The third operator is therefore orthogonal, under the trace, to both $1$ and $X$. Those two conditions fix it up to a factor. I choose
\begin{equation}
T=3X^2+\tfrac32X-L(L+1)S(S+1)=3X^2+\tfrac32X-4 .
\end{equation}
Its values are
\begin{align}
J=0:&\quad 12-3-4=5,\\
J=1:&\quad 3-\tfrac32-4=-\tfrac52,\\
J=2:&\quad 3+\tfrac32-4=\tfrac12 .
\end{align}
With the weights $2J+1$, both conditions hold:
\begin{align}
\operatorname{Tr}T&=5-3\cdot\tfrac52+5\cdot\tfrac12=0,\\
\operatorname{Tr}(XT)&=(-2)(5)+3(-1)\left(-\tfrac52\right)+5(1)\left(\tfrac12\right)=0 .
\end{align}
The Hamiltonian is $H=E_c+AX+BT$. Other normalizations of $T$ rescale $B$, so quote the operator together with the constant.

\subsection*{Solving for the two constants}

The level energies, apart from $E_c$, are
\begin{equation}
E(0)=-2A+5B,\quad E(1)=-A-\tfrac52B,\quad E(2)=A+\tfrac12B .
\end{equation}
Call the intervals $d_{10}$ and $d_{21}$. Subtraction gives
\begin{equation}
d_{10}=A-\tfrac{15}{2}B,\qquad d_{21}=2A+3B. \label{intervals}
\end{equation}
To eliminate $A$, subtract twice the first from the second:
\begin{equation}
d_{21}-2d_{10}=3B+15B=18B .
\end{equation}
To eliminate $B$, add five times the second to twice the first:
\begin{equation}
2d_{10}+5d_{21}=2A-15B+10A+15B=12A .
\end{equation}
With your data,
\begin{align}
A&=\frac{2(16.4)+5(27.0)}{12}=\frac{167.8}{12}=13.98\ \mathrm{cm^{-1}},\\
B&=\frac{27.0-2(16.4)}{18}=\frac{-5.8}{18}=-0.322\ \mathrm{cm^{-1}} .
\end{align}
In frequency units these are $419$ GHz and $-9.7$ GHz.

If each interval is rounded to within $\pm0.05\ \mathrm{cm^{-1}}$, the worst-case errors are $0.05(2+5)/12=0.03\ \mathrm{cm^{-1}}$ for $A$ and $0.05(1+2)/18=0.008\ \mathrm{cm^{-1}}$ for $B$. Rounding cannot explain away the nonzero $B$.

Putting the constants back into (\ref{intervals}) shows what each does:
\begin{align}
d_{10}&=13.98+2.42=16.40\ \mathrm{cm^{-1}},\\
d_{21}&=27.97-0.97=27.00\ \mathrm{cm^{-1}} .
\end{align}
This checks the arithmetic, not the physics: two data have fixed two constants, so the fit had to succeed.

\subsection*{How large is the violation?}

The interval rule requires $d_{21}/d_{10}=2$. The data give $27.0/16.4=1.65$, which is $17.7\%$ below 2. Yet $b=B/A=-0.023$ is small. The exact relation between the two numbers follows from (\ref{intervals}):
\begin{equation}
\frac{d_{21}}{2d_{10}}-1
=\frac{1+\frac32b}{1-\frac{15}{2}b}-1
=\frac{9b}{1-\frac{15}{2}b}. \label{violation}
\end{equation}
For small $b$ the departure is about $9b$, here $-20.7\%$; the denominator, $1.173$, reduces it to $-17.7\%$. The factor nine comes from the large values of $T$ at $J=0$ and $J=1$. So the rule fails visibly although $\mathbf L\cdot\mathbf S$ still dominates the pattern.

For $b\to0$ the rule is recovered. At $b=2/15$ the levels $J=0$ and $J=1$ coincide and the ratio diverges, so the ratio is then no useful measure of the violation. Carbon is far from that point, and its $b$ has the opposite sign.

\subsection*{What cannot cause it in first order}

The one-electron spin-orbit interaction couples an orbital vector to a spin vector. So does the interaction of one electron's spin with the other's orbital motion. By the Wigner--Eckart theorem, within a single term any orbital vector is proportional to $\mathbf L$ and any spin vector to $\mathbf S$. Both interactions thus reduce to multiples of $X$. They contribute to $A$, which is therefore an effective constant and not the spin-orbit constant of an electron in the bare nuclear field. In first order they leave $B=0$.

Two candidates remain within the $2p^2$ configuration: the direct spin-spin interaction in first order, and spin-orbit coupling to the singlets in second order.

\subsection*{The spin-spin contribution}

Use atomic units in their Gaussian form and an electron $g$-factor of 2. Each electron then has magnetic moment $-\alpha\mathbf s_i$, with $\alpha$ the fine-structure constant, and the dipole energy is
\begin{equation}
H_{ss}=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}
-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right]
=-\alpha^2\sum_{ab}s_{1a}s_{2b}Q_{ab},
\end{equation}
where $\mathbf r=\mathbf r_2-\mathbf r_1$ and $Q_{ab}=(3r_ar_b-r^2\delta_{ab})/r^5$. The contact part of the interaction vanishes here, because the spatial function of a triplet is zero at $\mathbf r=0$.

Since $Q_{ab}$ is symmetric and traceless, $H_{ss}$ acts in the term as $B_{ss}T$. One expectation value is enough to find $B_{ss}$. Choose $M_L=0$, $M_S=1$. The states of $J=2$ and $J=1$ with $M=1$ are the symmetric and antisymmetric combinations of $|M_L=0,M_S=1\rangle$ and $|M_L=1,M_S=0\rangle$, so the chosen state contains each $J$ with probability one half:
\begin{equation}
\langle T\rangle=\tfrac12\left(\tfrac12-\tfrac52\right)=-1 .
\end{equation}
Both spins point up, so $\langle s_{1a}s_{2b}\rangle$ is $\frac14$ for $a=b=z$ and zero otherwise. Hence
\begin{equation}
-B_{ss}=-\tfrac14\alpha^2\langle Q_{zz}\rangle
\quad\Longrightarrow\quad
B_{ss}=\tfrac14\alpha^2\langle Q_{zz}\rangle. \label{bq}
\end{equation}

For $Q_{zz}$, note that $Q_{ab}=\partial_a\partial_b(1/r)$ away from $r=0$. When electron 2 is the outer one, a Taylor expansion in $\mathbf r_1$ gives
\begin{equation}
Q_{ab}=\sum_{k=0}^{\infty}\frac{(-\mathbf r_1\cdot\nabla_2)^k}{k!}\,
\partial_a\partial_b\frac1{r_2},
\end{equation}
with the derivatives $\partial_a$, $\partial_b$ taken with respect to $\mathbf r_2$. The $k$th term contains $k+2$ derivatives of $1/r_2$ and has angular momentum $k+2$ in the direction of $\mathbf r_2$. A product of two $p$ functions contains angular momentum at most 2, so only $k=0$ contributes. With $\mathbf n$ the direction of the outer electron and $r_>$ its radius,
\begin{equation}
Q_{zz}\ \to\ \frac{3n_z^2-1}{r_>^3}.
\end{equation}

The spatial state with $M_L=0$ is $[p_x(1)p_y(2)-p_y(1)p_x(2)]/\sqrt2$. The outer electron is in $p_x$ or $p_y$ with equal weight; the cross terms vanish on integrating over the direction of the inner electron. In $p_x$ the angular density is $3n_x^2$ relative to a uniform one, and the average of $n_x^2n_z^2$ over directions is $1/15$. Thus
\begin{equation}
\langle3n_z^2-1\rangle=3\cdot3\cdot\tfrac1{15}-1=-\tfrac25 ,
\end{equation}
and $p_y$ gives the same. Insertion in (\ref{bq}) yields
\begin{equation}
B_{ss}=-\frac{\alpha^2}{10}\left\langle\frac1{r_>^3}\right\rangle,\quad
\left\langle\frac1{r_>^3}\right\rangle
=2\int_0^\infty\!\frac{P^2(r)}{r^3}\int_0^r\!P^2(r')\,dr'\,dr .
\end{equation}
Here $P$ is the normalized radial function of $2p$, and the factor 2 counts either electron as the outer one.

The sign has a simple meaning. In the chosen state the separation lies preferentially across the $z$ axis, while both moments are parallel to that axis. Parallel moments side by side repel, so $\langle H_{ss}\rangle=-B_{ss}$ is positive.

A restricted open-shell Hartree--Fock calculation of the carbon atom gives $\langle1/r_>^3\rangle=0.2756$ in atomic units. Since $\alpha^2$ hartree is $11.687\ \mathrm{cm^{-1}}$,
\begin{equation}
B_{ss}=-\tfrac1{10}(11.687)(0.2756)=-0.322\ \mathrm{cm^{-1}} .
\end{equation}

\subsection*{The second-order spin-orbit contribution}

Model the spin-orbit interaction by a mean-field one-electron operator, $H_{so}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Within a triplet each $\mathbf s_i$ acts as $\mathbf S/2$, so $H_{so}$ acts as $(\zeta/2)X$. To leading order the model gives $\zeta=2A=27.97\ \mathrm{cm^{-1}}$. This is a simplification: the interaction of each $2p$ electron's spin with the other's orbital motion is a two-electron operator, and it enters $A$ and the couplings to the singlets with different weights. A single $\zeta$ taken from $A$ therefore gives only an estimate of those couplings, and a low one: with the full one- and two-electron spin-orbit operators and the Hartree--Fock orbitals, both couplings correspond to an effective $\zeta$ of about $33\ \mathrm{cm^{-1}}$, nearly $20\%$ larger.

$H_{so}$ conserves $J$. It therefore couples $^3P_2$ to $^1D_2$ and $^3P_0$ to $^1S_0$; $^3P_1$ has no partner in $p^2$. The couplings $v_2$ and $v_0$ follow by comparing two bases. One electron has spin-orbit energy $\zeta/2$ for $j=\frac32$ and $-\zeta$ for $j=\frac12$. For two electrons, the eigenvalues of $H_{so}$ are

\begin{itemize}
\item $J=2$: $\zeta$ from $(\frac32,\frac32)$ and $-\frac12\zeta$ from $(\frac32,\frac12)$;
\item $J=0$: $\zeta$ from $(\frac32,\frac32)$ and $-2\zeta$ from $(\frac12,\frac12)$.
\end{itemize}

In the basis of terms, the triplet diagonal elements are $\frac12\zeta$ for $J=2$ and $-\zeta$ for $J=0$, and the singlet ones are zero. The sum of squared matrix elements is the same in both bases:
\begin{align}
\zeta^2+\tfrac14\zeta^2&=\tfrac14\zeta^2+2v_2^2
&&\Longrightarrow\quad v_2^2=\tfrac12\zeta^2,\\
\zeta^2+4\zeta^2&=\zeta^2+2v_0^2
&&\Longrightarrow\quad v_0^2=2\zeta^2 .
\end{align}

The denominators are the energies $E_D$ and $E_S$ of the singlets above $^3P$. Within $p^2$ they come from the quadrupole part of the Coulomb repulsion, $F^2P_2(c)$, where $F^2$ is the Slater integral, $P_2(c)=\frac32c^2-\frac12$, and $c$ is the cosine of the angle between the electrons' position vectors. Summed over the components of a term, the angular density is proportional to
\begin{equation}
{}^3P:\ 1-c^2,\qquad {}^1D:\ \tfrac12+\tfrac16c^2,\qquad {}^1S:\ c^2 .
\end{equation}
These are the squares of the antisymmetric, symmetric traceless and scalar parts of the product of the two unit vectors. For uniformly distributed directions $\overline{c^2}=\frac13$ and $\overline{c^4}=\frac15$, so the mean of $c^2$ in the three terms is
\begin{equation}
\frac{\frac13-\frac15}{1-\frac13}=\frac15,\qquad
\frac{\frac16+\frac1{30}}{\frac12+\frac1{18}}=\frac9{25},\qquad
\frac{\frac15}{\frac13}=\frac35 .
\end{equation}
With $\langle c^2\rangle$ denoting these three means, the energies $F^2(\frac32\langle c^2\rangle-\frac12)$ are then $-\frac5{25}F^2$, $\frac1{25}F^2$ and $\frac{10}{25}F^2$, and
\begin{equation}
E_D=\tfrac6{25}F^2,\qquad E_S=\tfrac{15}{25}F^2 .
\end{equation}
The Hartree--Fock value $F^2=0.2434$ hartree (it drops by $0.0001$ in larger basis sets) gives $E_D\approx1.3\times10^4$ and $E_S\approx3.2\times10^4\ \mathrm{cm^{-1}}$. These are estimates within one configuration, not measured term energies.

The downward shifts are
\begin{equation}
\frac{v_2^2}{E_D}=\frac{27.97^2}{2(1.3\times10^4)}\approx0.03\ \mathrm{cm^{-1}},\quad
\frac{v_0^2}{E_S}=\frac{2(27.97)^2}{3.2\times10^4}\approx0.05\ \mathrm{cm^{-1}} .
\end{equation}
Lowering $J=2$ reduces $d_{21}$; lowering $J=0$ increases $d_{10}$. The formula for $B$ therefore gives
\begin{equation}
B_{so}=\frac{-0.03-2(0.05)}{18}\approx-0.007\ \mathrm{cm^{-1}} .
\end{equation}

\subsection*{What the comparison tells you}

The two contributions add up to $-0.329\ \mathrm{cm^{-1}}$, against the extracted $-0.322\pm0.008\ \mathrm{cm^{-1}}$, where the margin covers rounding alone. With the single constant $\zeta=2A$, the second-order part is about $2\%$ of the spin-spin part. Even if both singlet energies were halved, it would be below $5\%$ with this $\zeta$. With the larger couplings of the full spin-orbit operator, $B_{so}$ becomes about $-0.010\ \mathrm{cm^{-1}}$, or $3\%$ of the spin-spin part ($6\%$ with halved singlet energies), and the sum moves to $-0.332\ \mathrm{cm^{-1}}$, just outside the rounding margin. In this model, then, the violation in carbon is mainly the direct spin-spin interaction, and the name ``spin-spin type'' is justified.

The close agreement should not be read as the accuracy of the estimate. Hartree--Fock leaves out electron correlation, whose effect on $\langle1/r_>^3\rangle$ I have not estimated. Also omitted are relativistic changes of the orbital, the excess of $g$ over 2, and second-order coupling to other configurations.

The identification does not carry over automatically to other atoms. $B_{so}$ grows as $\zeta^2$. With the other quantities held at their carbon values, it would equal $B_{ss}$ if $\zeta$ were about $1/\sqrt{0.022}\approx6.7$ times larger. The extraction formulas would still hold for an isolated $^3P$ term, since they rest on symmetry, but $B$ could no longer be read as a spin-spin constant.

The numerical check diagonalizes all fifteen states of $p^2$ with the Coulomb and spin-orbit operators, first without and then with the spin-spin operator, the latter in its reduced form $(3n_an_b-\delta_{ab})/r_>^3$. This confirms the formula for $B_{so}$ and the factor $-\frac1{10}$ in $B_{ss}$ to within $1\%$. The full calculation gives intervals of $16.45$ and $26.97\ \mathrm{cm^{-1}}$; since $\zeta=2A$ was taken from the data, $A$ in them is fitted, and so is the scale of the small part $B_{so}\propto\zeta^2$; only the spin-spin part of $B$, about $98\%$ of it, is independent of the fit. For Gaussian orbitals it also tests the reduction to $\langle1/r_>^3\rangle$ against a calculation in the relative coordinate.

\section*{Table of computed values}
\begin{verbatim}
given interval d10 = 16.4 cm^-1
given interval d21 = 27.0 cm^-1
Lande constant A = 13.983 cm^-1
rounding bound on A = 0.029 cm^-1
rank-two constant B = -0.3222 cm^-1
rounding bound on B = 0.0083 cm^-1
A converted = 419.2 GHz
B converted = -9.66 GHz
B/A = -0.02304
interval ratio d21/d10 = 1.6463 (rule: 2)
relative departure from 2 = -17.7 percent
linear estimate 9 B/A = -20.7 percent
A from d10 alone = 16.40 cm^-1
A from d21 alone = 13.50 cm^-1
rank-one part of d10, A = 13.983 cm^-1
rank-two part of d10, -7.5 B = 2.417 cm^-1
rank-one part of d21, 2A = 27.967 cm^-1
rank-two part of d21, 3B = -0.967 cm^-1
J=0: A X = -27.967, B T = -1.611, sum = -29.578 cm^-1
J=1: A X = -13.983, B T = 0.806, sum = -13.178 cm^-1
J=2: A X = 13.983, B T = -0.161, sum = 13.822 cm^-1
ROHF energy of carbon = -37.68823 hartree
<1/r_>^3> of 2p pair = 0.2756 bohr^-3
same, smaller basis = 0.2756 bohr^-3
alpha^2 in energy units = 11.6873 cm^-1
Slater integral F2 = 0.2434 hartree
E_D (Hartree-Fock F2) = 12821 cm^-1
E_S (Hartree-Fock F2) = 32052 cm^-1
zeta = 2A = 27.967 cm^-1
downward push of J=2 by 1D = 0.0305 cm^-1
downward push of J=0 by 1S = 0.0488 cm^-1
B_ss, spin-spin = -0.3221 cm^-1
B_so, second-order spin-orbit = -0.0071 cm^-1
B_ss + B_so = -0.3292 cm^-1
(B_ss + B_so)/B = 1.022
B_so/B_ss = 0.0221
B from 15-state diagonalization = -0.3292 cm^-1
15-state d10 = 16.45 cm^-1
15-state d21 = 26.97 cm^-1
\end{verbatim}
